\section*{Empty Reaction Volumes at Two Activation Events on Average}

\section{Problem}

A resist film is exposed uniformly and divided in thought into equal reaction volumes. An activation event is one elementary chemical change caused by the exposure, such as the loss of one organic ligand. The number of events in a volume is $K$, and its mean over many volumes is $m=2$. The events come from many possible sources that act independently, and each source is unlikely to act in the volume considered.

(a) Estimate by scaling the fraction of volumes that receive no event. (b) Find the fraction exactly in the limit of many weak sources, and state what the limit requires. (c) For a metal-oxide resist exposed at a wavelength of 13.5 nm, find the dose that gives $m=2$, and determine how far the empty fraction moves when the assumptions are relaxed.

The mean alone cannot settle the question. If every volume received two events, the mean would be two and no volume would be empty. The answer rests on how the events are distributed, and therefore on the independence and weakness of the sources.

\section{First estimate by scaling}

Let $P_0(m)$ be the probability that a volume with mean $m$ is empty. Join two separate volumes with means $m_1$ and $m_2$. The joined volume is empty if both parts are empty, and for independent parts the probabilities multiply:
\begin{equation}
P_0(m_1+m_2)=P_0(m_1)\,P_0(m_2).
\label{eq:scaling}
\end{equation}
As long as the two parts are independent, doubling the volume at fixed dose thus squares the empty fraction. This fails when one source can act in both parts, as for the grouped events treated later.

Now cut the volume with $m=2$ into four equal parts, each with mean $1/2$. As a crude approximation, suppose that a part receives either one event or none. A mean of $1/2$ then requires half of the parts to be occupied, so $P_0(1/2)\approx 1/2$. Equation (\ref{eq:scaling}) gives
\begin{equation}
P_0(2)=\left[P_0(1/2)\right]^4\approx\left(\frac12\right)^4=0.0625 .
\end{equation}
The estimate is about 6 percent. Its weak point is the neglect of parts that receive two or more events.

\section{Exact solution}

Let source $i$ produce an event in the volume with probability $p_i<1$, and at most one event. The mean is the sum of the separate means,
\begin{equation}
m=\sum_i p_i .
\end{equation}
The volume is empty if every source fails to act there. Independence turns this into a product:
\begin{equation}
P_0=\prod_i(1-p_i),\qquad \ln P_0=\sum_i\ln(1-p_i).
\label{eq:product}
\end{equation}

The logarithm has the series
\begin{equation}
\ln(1-p)=-p-\frac{p^2}{2}-\frac{p^3}{3}-\dots,\qquad 0\le p<1 .
\label{eq:log}
\end{equation}
All terms are negative or zero, so $\ln(1-p)\le -p$. For a bound on the other side, replace the denominators $3,4,\dots$ by the smaller number 2, which can only enlarge the terms, and sum the geometric series:
\begin{equation}
\frac{p^2}{2}+\frac{p^3}{3}+\dots\le\frac{p^2}{2}\left(1+p+p^2+\dots\right)=\frac{p^2}{2(1-p)} .
\end{equation}
Summing both bounds over the sources and exponentiating gives
\begin{equation}
e^{-m}\exp\left[-\sum_i\frac{p_i^2}{2(1-p_i)}\right]\le P_0\le e^{-m}.
\label{eq:bounds}
\end{equation}

Let $p_{\max}$ be the largest of the $p_i$. In the correction sum, one factor $p_i$ in each numerator is at most $p_{\max}$, and each denominator is at least $2(1-p_{\max})$. Therefore
\begin{equation}
\sum_i\frac{p_i^2}{2(1-p_i)}\le\frac{p_{\max}}{2(1-p_{\max})}\sum_i p_i=\frac{m\,p_{\max}}{2(1-p_{\max})} .
\end{equation}
At fixed $m$ this vanishes as $p_{\max}\to0$. The two bounds then meet, and
\begin{equation}
P_0=e^{-m},\qquad P_0(2)=e^{-2}=0.1353 .
\label{eq:result}
\end{equation}
In this limit 13.5 percent of the volumes are expected to receive no event. The sources need not be equally strong, but none may keep a finite probability of acting in the volume. The result is an expectation, and the fraction counted in a finite sample scatters about it.

A direct count agrees. Ten arrays of 216\,000 cells each were filled by throwing 432\,000 events at random into each array, which is two per cell. Of the 2\,160\,000 cells, a fraction 0.1352 remained empty.

\section{Comparison of the two}

The estimate 0.0625 is 0.46 times the limiting value. In both cases the product rule (\ref{eq:scaling}) joins the four quarters; the difference lies in the quarter volume. Its empty fraction is $e^{-1/2}=0.607$ in the limit, against the assumed 0.5. When some quarters hold several events, fewer quarters need be occupied to supply the same mean. The fourth power then magnifies the difference.

The estimate is also the exact answer to another problem, that of four equal sources with $p=1/2$. For $N$ equal sources, $p=m/N$, and (\ref{eq:product}) with (\ref{eq:log}) gives
\begin{equation}
\ln P_0=N\ln\left(1-\frac mN\right)=-m-\frac{m^2}{2N}-\frac{m^3}{3N^2}-\dots
\label{eq:finite}
\end{equation}
Each correction is negative and shrinks as $N$ grows, so $P_0$ rises towards $e^{-m}$ from below. For $m=2$ the leading relative deficit is $m^2/(2N)=2/N$. With $N=100$ this predicts 2 percent, and the product gives 0.1326, which is 2 percent below 0.1353. At least 325 equal sources are needed before the fraction rounds to 13.5 percent.

\section{A metal-oxide resist}

In this example an activation event is the loss of one organic ligand. The parameters are rough typical values or round model choices: absorption coefficient $\alpha=0.020$ nm$^{-1}$, $Y=3$ ligands lost on average per absorbed photon, and a cubic reaction volume of edge $a=1.2$ nm that holds 12 ligands. The film is $T=20$ nm thick.

\subsection{Dose}

The volume is $V=a^3=1.728$ nm$^3$. If $n$ photons per unit area enter the film, about $\alpha n$ are absorbed per unit volume near its top. The mean number of events is then $m=\alpha nYV$, so
\begin{equation}
n=\frac{m}{\alpha YV}=\frac{2}{0.020\times3\times1.728}\ \mathrm{nm^{-2}}=19.29\ \mathrm{nm^{-2}} .
\end{equation}
A photon of wavelength 13.5 nm carries 91.84 eV. With $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$ and $1\ \mathrm{eV}=1.602\times10^{-19}$ J, the dose is
\begin{equation}
D=19.29\times10^{14}\times91.84\times1.602\times10^{-19}\ \mathrm{J/cm^2}=28.4\ \mathrm{mJ/cm^2}.
\end{equation}
The wavelength affects this dose but does not enter $e^{-m}$. That 13.5 appears both in nanometres and in percent is a coincidence.

\subsection{A finite number of ligands}

Suppose that each volume holds 12 ligands, lost independently with equal probability. Holding the mean loss at two gives $p=2/12=0.167$ and
\begin{equation}
P_0=\left(1-\frac{2}{12}\right)^{12}=0.112 .
\end{equation}
This is 17 percent below $e^{-2}$, in relative terms. Twelve sites are too few for the limit to be accurate at this fixed mean loss. The comparison at fixed dose can differ. Suppose that independent events strike the ligands at random, two per volume on average, and that a strike on a ligand already lost has no effect. The empty fraction then stays at $e^{-2}$, while the mean loss falls to $12(1-e^{-1/6})=1.84$. Restoring a mean loss of two would take a dose about 9 percent higher.

\subsection{Events that arrive in groups}

One absorbed photon releases electrons that can cause several events, so events from the same photon are not independent. Let photons be absorbed independently with density $r=\alpha n$, and set the finite number of ligands aside. Assume that a photon causes $k$ events with the Poisson probability $e^{-Y}Y^k/k!$. Let each event from a photon absorbed at $\mathbf x$ land in the volume independently with probability $q(\mathbf x)$. The probability that none of them lands there is
\begin{equation}
\sum_{k=0}^{\infty}e^{-Y}\frac{Y^k}{k!}(1-q)^k=e^{-Y}e^{Y(1-q)}=e^{-Yq}.
\end{equation}
A small element $d^3x$ absorbs a photon with probability $r\,d^3x$. It therefore puts at least one event into the volume with probability $r\,d^3x\,(1-e^{-Yq})$. These elements are independent weak sources, so the argument that led to (\ref{eq:result}) applies to them:
\begin{equation}
P_0=\exp\left[-r\int\left(1-e^{-Yq(\mathbf x)}\right)d^3x\right].
\label{eq:group}
\end{equation}

If the displacement of an event does not depend on where its photon was absorbed, and the film boundaries are ignored, then $\int q\,d^3x=V$. The mean remains $rYV=m$. Since $1-e^{-Yq}\le Yq$, the exponent in (\ref{eq:group}) is no larger in magnitude than $m$, and grouping at fixed mean cannot lower the empty fraction below $e^{-m}$.

Two limits show the range. If the events spread so widely that $Yq\ll1$ everywhere, then $1-e^{-Yq}\approx Yq$ and $P_0$ returns to $e^{-m}$. If they do not spread at all, $q=1$ inside the volume and $q=0$ outside. With $rV=m/Y$,
\begin{equation}
P_0=\exp\left[-\frac mY\left(1-e^{-Y}\right)\right]=\exp\left[-0.6667\left(1-e^{-3}\right)\right]=0.531 .
\end{equation}
Here the volume receives only 0.67 absorbed photons on average, and most of the empty volumes are those that no photon reached.

For Gaussian displacements with a standard deviation of 1.5 nm along each axis, (\ref{eq:group}) gives 0.140, which is close to the independent result. For 0.5 nm it gives 0.202. Direct simulations of the scattered events gave 0.1397 and 0.2021. At fixed $m$ and $Y$, the spread matters through its ratio to the edge of the volume, here 1.2 nm. The values also depend on the assumed Poisson law for $k$: with exactly three events per photon they become 0.138 and 0.184.

\subsection{Attenuation and dose error}

Light is absorbed on its way down, so the mean at depth $z$ is $m(z)=me^{-\alpha z}$, where $m=2$ is the value at the top surface. At the bottom of the film it is $m_T=2e^{-0.4}=1.34$, and the empty fraction there is $e^{-1.34}=0.262$. The average through the film follows from the substitution $u=me^{-\alpha z}$, for which $dz=-du/(\alpha u)$:
\begin{equation}
\frac1T\int_0^T e^{-m(z)}dz=\frac{1}{\alpha T}\int_{m_T}^{m}\frac{e^{-u}}{u}\,du=\frac{E_1(m_T)-E_1(m)}{\alpha T}=0.196,
\end{equation}
where $E_1(x)=\int_x^\infty e^{-u}u^{-1}du$ is the exponential integral. Attenuation within the topmost volume alone lowers its mean to 1.976 and raises its empty fraction to 0.139. Electron spread can matter more there, because no photons are absorbed above the surface to replace the events that leave through it. If those events are lost, a spread of 1.5 nm without attenuation lowers the mean of the topmost volume to 1.30 and raises its empty fraction to 0.278.

A dose that is 5 percent too low gives $m=1.9$ at the top and $P_0=e^{-1.9}=0.150$. The empty fraction grows by the factor $e^{0.1}$, or about 10.5 percent. Where $P_0=e^{-m}$ holds, a small relative dose error causes a relative change in $P_0$ that is $m$ times as large and opposite in sign. With grouped events the exponent in (\ref{eq:group}) is still proportional to the dose, so the factor $m$ is replaced by $-\ln P_0\le m$ and the relative response weakens. The absolute response need not weaken: for a spread of 0.5 nm the same dose error raises $P_0$ by 8.3 percent, which is 0.017 against 0.014 for independent events.

\subsection{Relation to a real resist}

Doses of some tens of mJ/cm$^2$ are usual for exposure at this wavelength, so the computed dose is in the practical range. The event yield and the electron spread are less certain, and the cube is a model volume that need not follow the outline of a molecule. Real films break the assumption of a uniform mean, and attenuation alone moves the fraction from 0.135 at the top to 0.262 at the bottom in this model. They also break the independence of events; away from the film surfaces, the resulting shift is small for a spread of 1.5 nm and large for 0.5 nm. At a fixed mean loss, the finite number of ligands acts in the opposite direction. These effects were sized one at a time, and their separate shifts should not simply be added.

The model counts exposure events alone. It leaves out ligands lost thermally during the bake and the condensation that links neighbouring units. An empty volume is therefore a place where the exposure removed no ligand, and whether it becomes a printed defect depends on its surroundings and on the later processing. The numerical output below lists the inputs and main results of the example.

\section*{Calculated quantities}
\begin{verbatim}
mean events per volume: 2.0
empty fraction exp(-m): 0.13534 = 13.5 percent
empty fraction, random throws: 0.1352
cells in random throws: 2160000
empty fraction with N = 4 equal sources: 0.06250
empty fraction with N = 12 equal sources: 0.11216
empty fraction with N = 100 equal sources: 0.13262
empty fraction with N = 1000 equal sources: 0.13506
empty fraction with N = 100000 equal sources: 0.13533
smallest N that rounds to 13.5 percent: 325
-- example inputs (rough typical values) --
wavelength: 13.5 nm
absorption coefficient: 0.020 1/nm
mean events per absorbed photon: 3.0
edge of volume: 1.2 nm
ligands in volume: 12
film thickness: 20.0 nm
-- example results --
volume: 1.728 nm^3
photon energy: 91.84 eV
incident photons: 19.29 per nm^2
dose for two events: 28.4 mJ/cm^2
absorbed photon density: 0.3858 per nm^3
absorbed photons per volume: 0.6667
-- neglected effects: empty fraction --
loss probability per ligand: 0.1667
finite number of ligands: 0.1122
grouped, spread 1.5 nm: 0.1396 (simulated 0.1397)
grouped, spread 0.5 nm: 0.2019 (simulated 0.2021)
grouped, no spread: 0.5307 (simulated 0.5306)
mean in top volume with attenuation: 1.9762
top volume with attenuation: 0.1386
mean at film bottom: 1.3406
film bottom: 0.2617
average through film: 0.1958
dose 5 percent too low: 0.1496
\end{verbatim}
